\section*{Excess current between two superconductors at high bias}

\section{Problem}

Two identical $s$-wave superconductors with gap $\Delta$ are joined by a short contact. In the normal state the contact has spin-degenerate channels with transmission probabilities $D_n$, so that its resistance $R$ obeys
\begin{equation}
\frac1R=\frac{2e^2}{h}\sum_n D_n ,\qquad e>0 .
\label{R}
\end{equation}
A constant voltage $V>0$ is applied. At high bias the dc current follows a straight line parallel to the ohmic line $V/R$. The offset is the excess current,
\begin{equation}
I_{\rm exc}=\lim_{eV/\Delta\to\infty}\left(I-\frac VR\right).
\end{equation}

(a) Find $I_{\rm exc}$ for arbitrary $D_n$. (b) Evaluate $eI_{\rm exc}R$ for a ballistic contact, where every open channel has $D_n=1$, and for a diffusive contact. (c) Give both currents for the model parameters $\Delta=0.20$ meV and $R=50\ \Omega$.

The following is assumed. The $D_n$ do not depend on energy, which is a good approximation if $eV$ stays far below the Thouless energy of a diffusive contact, or below $\hbar$ over the transit time of a ballistic one. The limit $eV\gg\Delta$ is taken inside this window. The leads remain in equilibrium at a temperature with $k_BT\ll eV$, the gap is uniform up to the contact, and there is no inelastic scattering in the contact. There is no magnetic field, so the normal-state scattering matrix is time-reversal symmetric, and both $\Delta$ and $eV$ are small compared with the Fermi energy.

For the diffusive contact we take as known the universal density of transmission eigenvalues, $\rho(D)\propto 1/(D\sqrt{1-D})$. An average weighted by conductance is then
\begin{equation}
\frac{\sum_n D_nF(D_n)}{\sum_n D_n}
=\frac{\int_0^1 dD\,F(D)/\sqrt{1-D}}{\int_0^1 dD/\sqrt{1-D}}
=\int_0^1 dr\,F(1-r^2),
\label{avg}
\end{equation}
where $D=1-r^2$, $dD=-2r\,dr$, and the denominator equals 2.

\section{First estimate by scaling}

An electron that meets a superconductor at an energy inside the gap cannot enter it as a quasiparticle. It can be reflected as a hole, which transfers a charge $2e$ instead of $e$. In an open channel this doubles the current carried by an energy range of order $\Delta$. One superconductor therefore adds about $(2e/h)\Delta$, and two add about $(2e/h)2\Delta$.

With a barrier, the transfer of a pair needs two crossings, which suggests a factor $D^2$. The estimate is
\begin{equation}
I_{\rm exc}\sim\frac{2e}{h}\,2\Delta\sum_nD_n^2,
\qquad
eI_{\rm exc}R\sim2\Delta\,\frac{\sum_nD_n^2}{\sum_nD_n}.
\label{estimate}
\end{equation}
For a ballistic contact this is $2\Delta$. For a diffusive one, Eq.~\eqref{avg} with $F=D$ gives $\int_0^1(1-r^2)dr=2/3$, hence $4\Delta/3$. The scale $\Delta/eR$ should be right. The prefactors are uncertain, because energies above the gap and multiple reflections have been ignored.

\section{Solution}

\subsection{Andreev reflection and the energy ladder}

Let $E$ be the excitation energy measured from the chemical potential of the lead concerned. In a superconductor the electron and hole components $(u,v)$ of a wave with kinetic energy $\xi$ from the Fermi level obey $(\xi-E)u+\Delta v=0$, with $\xi^2=E^2-\Delta^2$. An electron entering the lead through a transparent interface excites one outgoing wave and is returned as a hole with amplitude
\begin{equation}
a(E)=\frac vu=\frac{E-\xi}{\Delta}.
\label{a}
\end{equation}
Outside the gap, $\xi$ has the sign of $E$, so that the wave travels into the lead. Inside it, $\xi=i\sqrt{\Delta^2-E^2}$, so that the wave decays there. Thus $|a|=1$ for $|E|<\Delta$, while $|a|\simeq\Delta/2|E|$ for $|E|\gg\Delta$. The phase of the order parameter cancels in the probabilities of a single contact and is omitted.

Let the electrons of the left lead lie higher by $eV$, and count current positive for electron flow to the right. An electron of energy $E$ on the left arrives on the right with $E+eV$. A hole, whose excitation energy is minus that of the missing electron, arrives with $E-eV$. Repeated Andreev reflections thus connect a ladder of energies with spacing $eV$.

At high bias at most one rung of this ladder lies near a gap. On the neighbouring rungs $|a|$ is of order $\Delta/eV$. A path that passes through such a reflection reaches a different rung, and it must pass through it again to return and interfere. The neighbours therefore change probabilities by order $(\Delta/eV)^2$. Over an energy range of order $eV$ this changes the current by order $(e/h)\Delta^2/eV$, which vanishes in the limit. Each gap can be treated as a contact between one superconductor and a normal lead.

\subsection{The current near each gap}

We describe spin-up electrons together with spin-down holes and fill the states at all positive and negative $E$ with the Fermi function $f(E)$. The electron component gives the spin-up current, and spin symmetry doubles it. Hence $I=(2e/h)\int dE\,j(E)$ per channel, with $j$ the net electron flux to the right.

Let $A$ and $B$ be the probabilities that an electron incident from the normal side is reflected as a hole and as an electron. Both are even in $E$. By unitarity, quasiparticles from the superconductor supply an outgoing electron with total probability $1-A-B$.

Near the left gap, electrons arriving from the right have energy $E+eV>0$ and are empty. Holes arriving from the right have $E-eV<0$ and are filled. The electron flux leaving to the right is
\begin{equation}
j_L(E)=A+f(E)(1-A-B).
\end{equation}
Near the right gap, $E$ is measured from the right chemical potential. Electrons arriving from the left have $E-eV<0$ and are filled, while holes have $E+eV>0$ and are empty. Subtracting what returns to the left gives
\begin{equation}
j_R(E)=1-B-f(E)(1-A-B).
\end{equation}
Now add the values at $E$ and $-E$, using $f(E)+f(-E)=1$:
\begin{align}
j_L(E)+j_L(-E)&=2A+(1-A-B)=1+A-B,\\
j_R(E)+j_R(-E)&=2(1-B)-(1-A-B)=1+A-B .
\end{align}
Both gaps give the same function $g(E)=1+A-B$, and the Fermi function has dropped out.

Without superconductivity $A=0$ and $B=1-D$, so $g=D$. Two ranges $0<E<eV/2$ then give $(2e/h)D\,eV$, the ohmic current. Subtracting it leaves
\begin{equation}
I_{\rm exc}=\frac{2e\Delta}{h}\sum_nX(D_n),\qquad
X(D)=\frac2\Delta\int_0^\infty\!\bigl[g(E)-D\bigr]dE .
\label{Xdef}
\end{equation}
Temperature enters through $\Delta(T)$ alone. For unequal gaps, $2\Delta$ is replaced by $\Delta_L+\Delta_R$, because each integral scales with its own gap.

\subsection{Reflection probabilities for one channel}

The channels can be treated one at a time. Time-reversal symmetry makes the electron scattering matrix symmetric, $S={\rm diag}(U,W)\,S_0\,{\rm diag}(U^T,W^T)$. Here $U$ and $W$ are unitary matrices acting on the channels of the two sides, and $S_0$ is diagonal in the channel index. Holes scatter with $S^*$, and Andreev reflection multiplies every channel by the same $a$. An electron leaving through $W$ re-enters as a hole through $W^\dagger$, and a hole leaving through $W^*$ re-enters as an electron through $W^T$. Since $W^\dagger W=W^TW^*=1$, the mixing cancels; $U$ drops out of the probabilities summed over channels. For one channel, let the scatterer have reflection amplitude $r=\sqrt{1-D}$ and transmission amplitude $i\sqrt D$ for electrons. Holes have the complex conjugates. An incident electron crosses the scatterer, becomes a hole, and either leaves or is reflected towards the superconductor. One further round trip multiplies the amplitude by $r^2a^2$. Summing the geometric series gives the Andreev amplitude
\begin{equation}
s_A=\frac{(i\sqrt D)\,a\,(-i\sqrt D)}{1-r^2a^2}
=\frac{Da}{1-r^2a^2}.
\end{equation}
The amplitude for return as an electron is
\begin{equation}
s_B=r+\frac{(i\sqrt D)\,a\,r\,a\,(i\sqrt D)}{1-r^2a^2}
=r\,\frac{1-(r^2+D)a^2}{1-r^2a^2}
=\frac{r(1-a^2)}{1-r^2a^2},
\end{equation}
since $r^2+D=1$.

Set $x=E/\Delta$. Inside the gap no quasiparticle escapes, so $A+B=1$ and $g=2A$. Writing $a=e^{-i\theta}$ with $\cos\theta=x$, we have $|1-r^2a^2|^2=1+r^4-2r^2(2x^2-1)$, and therefore
\begin{equation}
g=\frac{2D^2}{(1+r^2)^2-4r^2x^2},\qquad x<1 .
\label{gsub}
\end{equation}
Above the gap $a$ is real, and
\begin{equation}
g=\frac{(1-r^2a^2)^2+D^2a^2-r^2(1-a^2)^2}{(1-r^2a^2)^2}.
\end{equation}
With $D=1-r^2$, the expanded numerator is
\begin{equation}
(1-r^2)\bigl[1+(1-r^2)a^2-r^2a^4\bigr]
=D(1+a^2)(1-r^2a^2).
\end{equation}
One factor cancels:
\begin{equation}
g=\frac{D(1+a^2)}{1-r^2a^2},\qquad
g-D=\frac{D(1+r^2)a^2}{1-r^2a^2},\qquad x>1 .
\label{gabove}
\end{equation}

\subsection{Energy integrals}

Define $L=\ln[(1+r)/(1-r)]$. The integral of Eq.~\eqref{gsub} is elementary:
\begin{equation}
\int_0^1g\,dx=\frac{D^2}{r(1+r^2)}\,
{\rm artanh}\frac{2r}{1+r^2}=\frac{D^2L}{r(1+r^2)} .
\end{equation}
The last step uses ${\rm artanh}\,z=\frac12\ln[(1+z)/(1-z)]$ and $1+r^2\pm2r=(1\pm r)^2$.

Above the gap put $x=\cosh u$. Equation~\eqref{a} gives $a=e^{-u}\equiv w$, so $x=(w+1/w)/2$ and $|dx|=(1-w^2)dw/(2w^2)$. Then
\begin{align}
\int_1^\infty(g-D)dx
&=\frac{D(1+r^2)}2\int_0^1\frac{1-w^2}{1-r^2w^2}\,dw\nonumber\\
&=\frac{D(1+r^2)}{2r^2}\int_0^1
\left[1-\frac{D}{1-r^2w^2}\right]dw\nonumber\\
&=\frac{D(1+r^2)}{2r^2}\left[1-\frac{DL}{2r}\right].
\label{above}
\end{align}
We add the two ranges and subtract $D$ for the normal current below the gap. The terms without $L$ give
\begin{equation}
-D+\frac{D(1+r^2)}{2r^2}=\frac{D(1-r^2)}{2r^2}=\frac{D^2}{2r^2}.
\end{equation}
The terms with $L$ give
\begin{equation}
\frac{D^2L}{r}\left[\frac1{1+r^2}-\frac{1+r^2}{4r^2}\right]
=-\frac{D^2L}{r}\,\frac{(1-r^2)^2}{4r^2(1+r^2)}
=-\frac{D^4L}{4r^3(1+r^2)} .
\end{equation}
Doubling the sum for the two superconductors, and using $1+r^2=2-D$, we obtain
\begin{equation}
\boxed{X(D)=\frac{D^2}{1-D}\left[1-
\frac{D^2}{2(2-D)\sqrt{1-D}}
\ln\frac{1+\sqrt{1-D}}{1-\sqrt{1-D}}\right].}
\label{X}
\end{equation}
Together with Eq.~\eqref{Xdef} this answers part (a).

\subsection{Ballistic and tunnel limits}

For $D\to1$, $r$ is small. Then $L/2r=1+r^2/3+\dots$ and $D^2/(1+r^2)=1-3r^2+\dots$. The bracket in Eq.~\eqref{X} is $1-(1-8r^2/3)=8r^2/3$ to leading order. The prefactor $D^2/r^2$ cancels $r^2$, so
\begin{equation}
X(1)=\frac83,\qquad eI_{\rm exc}R=\frac83\Delta
\quad\text{(ballistic)} .
\end{equation}
The two energy ranges can be read separately at $r=0$. Below the gap $g-D=1$, which contributes 1 per superconductor. Above it, the first line of Eq.~\eqref{above} gives $\frac12\int_0^1(1-w^2)dw=1/3$.

For $D\to0$ the logarithm grows as $\ln(4/D)$, but its factor $D^2$ suppresses it, and $X\to D^2$. There is no term linear in $D$. To that order $g$ vanishes below the gap and equals $Dx/\sqrt{x^2-1}$ above it. The loss below is $-D$, and the gain above is $D\int_1^\infty(x/\sqrt{x^2-1}-1)dx=D$. The states expelled from the gap compensate the missing current.

\subsection{Diffusive contact}

It is simplest to average $g/D$ over channels at fixed energy, using Eq.~\eqref{avg}, and to integrate over energy afterwards. Below the gap let $r=\tanh(s/2)$. Then $2r/(1+r^2)=\tanh s$, $D/(1+r^2)={\rm sech}\,s$ and $dr=(D/2)ds$, so that
\begin{align}
\int_0^1\frac gD\,dr
&=\int_0^\infty\frac{{\rm sech}^2s\,ds}{1-x^2\tanh^2s}\nonumber\\
&=\int_0^1\frac{dq}{1-x^2q^2}=\frac{{\rm artanh}\,x}{x},\qquad x<1,
\end{align}
with $q=\tanh s$. Above the gap, Eq.~\eqref{gabove} gives
\begin{equation}
\int_0^1\frac gD\,dr=\frac{1+a^2}{a}\,{\rm artanh}\,a
=x\,{\rm artanh}\frac1x,\qquad x>1 .
\end{equation}
Here $(1+a^2)/a=2x$. Also $2\,{\rm artanh}\,a={\rm artanh}[2a/(1+a^2)]={\rm artanh}(1/x)$.

The normal value of both averages is 1. Expanding ${\rm artanh}\,x/x=\sum_{k\ge0}x^{2k}/(2k+1)$, we find below the gap
\begin{equation}
\int_0^1\left(\frac{{\rm artanh}\,x}{x}-1\right)dx
=\sum_{k=0}^\infty\frac1{(2k+1)^2}-1=\frac{\pi^2}8-1 .
\end{equation}
Above it, with $y=1/x$ and $|dx|=dy/y^2$,
\begin{align}
\int_1^\infty\left(x\,{\rm artanh}\frac1x-1\right)dx
&=\int_0^1\sum_{k=1}^\infty\frac{y^{2k-2}}{2k+1}\,dy\nonumber\\
&=\sum_{k=1}^\infty\frac1{(2k-1)(2k+1)}=\frac12 ,
\end{align}
because the last sum telescopes. Two superconductors double the total:
\begin{equation}
eI_{\rm exc}R=\left(\frac{\pi^2}{4}-1\right)\Delta
\simeq1.467\,\Delta\quad\text{(diffusive)} .
\end{equation}
Since $\pi^2/8-1<1/2$, the larger part now comes from energies above the gap, in contrast to the ballistic case.

\section{Comparison and numbers}

The estimate gave $2\Delta$ for the ballistic contact, 25\% below the exact $8\Delta/3$. What it lacks is the Andreev reflection above the gap, $\Delta/3$ per superconductor. For the diffusive contact it gave $4\Delta/3$, 9\% below the exact value. The single-channel values show why this is closer. The estimate for $eI_{\rm exc}R/\Delta$ is $2D$, and the exact value is $X/D$:

\begin{center}
\begin{tabular}{cccc}
$D$ & $2D$ & $X/D$ & $I_{\rm exc}$ (nA)\\
0.10 & 0.20 & 0.110 & 0.170\\
0.50 & 1.00 & 0.792 & 6.14\\
0.80 & 1.60 & 1.704 & 21.1\\
1.00 & 2.00 & 2.667 & 41.3
\end{tabular}
\end{center}

The estimate is too large for weakly transmitting channels and too small for open ones. A diffusive contact contains both, and the errors partly cancel. The currents in the last column are for $\Delta=0.20$ meV, where $2e\Delta/h=15.50$ nA. At $D=0.5$, for example, $X=0.396$ and $I_{\rm exc}=0.396\times15.50=6.14$ nA.

For part (c), $\Delta/eR=0.20\ {\rm mV}/50\ \Omega=4.0\ \mu$A, so
\begin{align}
I_{\rm exc}^{\rm ballistic}&=2.667\times4.0\ \mu{\rm A}=10.67\ \mu{\rm A},\\
I_{\rm exc}^{\rm diffusive}&=1.467\times4.0\ \mu{\rm A}=5.87\ \mu{\rm A}.
\end{align}
The estimates would be 8.0 and 5.3 $\mu$A. The ballistic contact has about $12906/50\simeq258$ open channels. At equal resistance and gap, the excess current thus distinguishes a fully open ballistic contact from a diffusive one. It does not identify an unknown contact by itself: equal channels with $D\simeq0.74$ would also give the diffusive value.

The approach to the limit can be followed by keeping the whole ladder. With seven rungs in each lead, the linear equations for all electron and hole amplitudes were solved numerically at zero temperature, and the current was integrated over energy by Gauss--Legendre quadrature. For $D=1$, the quantity $(I-V/R)/(2e\Delta/h)$ is 2.6546, 2.6654 and 2.6665 at $eV/\Delta=40$, 400 and 4000. The distance from $8/3$ falls about tenfold at each step, as expected from a correction of order $\Delta^2/eV$. The largest bias probes the mathematical limit of the model; in a real contact the assumption of constant $D_n$ would have to be examined first.

The eigenvalue density assumed for the diffusive contact can also be replaced by a simulation. Eight wires were built, each with 80 channels and 40 scattering slices of transmission 0.8, with random unitary mixing of the channels between slices. Inserting their computed eigenvalues into Eq.~\eqref{X} gives $eI_{\rm exc}R=1.461\,\Delta$, which agrees with the diffusive result within the statistical uncertainty of an average over eight wires, about $0.03\,\Delta$ or 2\%. The random mixing used here does not respect time-reversal symmetry, so the simulation tests only the eigenvalue density, not the validity of Eq.~\eqref{X} for such wires.

That result does not carry over to a diffusive region with resistive barriers at its ends, because these change the eigenvalue density; Eq.~\eqref{X} still applies if the new $D_n$ are known and remain independent of energy. Barriers lengthen the time an electron dwells in the contact, so $eV$ and $\Delta$ must then stay far below $\hbar$ over this dwell time, which can be much smaller than the Thouless energy of the region without barriers. When $\Delta$ exceeds that scale, the excess current drops below the value from Eq.~\eqref{X} and can become negative. If heating reduces the gap as the bias rises, $I-V/R$ falls with voltage instead of settling at a constant. If $eV$ reaches the Thouless energy, the $D_n$ can no longer be assumed constant, and the derivation given here does not cover that case.
